# Linearized Downfolding and the Overlap Matrix Left by Eliminated Orbitals: test program

```python
"""
Result under test: eliminating orbitals Q from an orthonormal Hamiltonian
[[A, B], [B^+, D]] gives Heff(E) = A + B (E-D)^-1 B^+.  Linearized at E0 it is
K c = lambda S c,  S = 1 + B (E0-D)^-2 B^+,  K = Heff(E0) + E0 (S - 1).
S carries the norm of the eliminated part; the energy error is second order
in E - E0.
Model: cubic lead-iodide perovskite, kept = Pb s,p (8 spin orbitals),
eliminated = I s,p (24 spin orbitals).  Energies in eV, I p level = 0.
Wave vectors enter as k*a (dimensionless), a = lattice constant in nm.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy import constants as const

LATTICE = 0.63
E_PB_S, E_PB_P, E_I_S, E_I_P = -4.0, 4.4, -10.0, 0.0
V_SS, V_SP, V_PS = -0.5, 1.0, 1.0      # Pb s-I s, Pb s-I p, Pb p-I s
V_PP_SIGMA, V_PP_PI = 2.0, -0.4        # Pb p-I p
SO_PB = 1.5                            # Pb p spin-orbit splitting
SO_I = 0.9                             # neglected in the basic model
II_SIGMA, II_PI = 0.1, -0.02           # neglected I p-I p hopping
TILT_DEG, STRETCH, TEMP = 10.0, 1.01, 600.0
NKEEP, NALL = 8, 32
VAL, COND = NALL - 7, NALL - 6         # band indices in the full problem
PVAL, PCOND = 1, 2                     # same bands in the kept space

PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
L_OPS = [np.zeros((3, 3), complex) for _ in range(3)]
for a_, b_, c_ in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    L_OPS[a_][b_, c_] = -1j
    L_OPS[a_][c_, b_] = 1j
L_SIGMA = sum(np.kron(L_OPS[i], PAULI[i]) for i in range(3))


def hamiltonian(ka, so_i=0.0, ii=(0.0, 0.0), tilt=0.0, stretch=1.0):
    """Full Bloch Hamiltonian; hopping scales as distance^-2."""
    h = np.zeros((16, 16), complex)
    scale = stretch**-2
    for j in range(3):
        even = 2 * np.cos(ka[j] / 2) * scale
        odd = 2j * np.sin(ka[j] / 2) * scale
        i = 4 + 4 * j
        h[0, i] = V_SS * even
        h[0, i + 1 + j] = V_SP * odd * np.cos(tilt)
        h[1 + j, i] = -V_PS * odd
        for b in range(3):
            v = V_PP_SIGMA if b == j else V_PP_PI
            h[1 + b, i + 1 + b] = v * even
        for m in range(j + 1, 3):
            n = 4 + 4 * m
            for sj in (1, -1):
                for sm in (1, -1):
                    d = np.zeros(3)
                    d[j], d[m] = sj, sm
                    uu = np.outer(d, d) / 2
                    hop = ii[0] * uu + ii[1] * (np.eye(3) - uu)
                    phase = np.exp(0.5j * np.dot(ka, d))
                    h[i+1:i+4, n+1:n+4] += scale * phase * hop
    h = h + h.conj().T
    onsite = [E_PB_S] + [E_PB_P] * 3 + ([E_I_S] + [E_I_P] * 3) * 3
    h += np.diag(onsite)
    full = np.kron(h, np.eye(2))
    full[2:8, 2:8] += SO_PB / 3 * L_SIGMA
    for j in range(3):
        s = 2 * (5 + 4 * j)
        full[s:s+6, s:s+6] += so_i / 3 * L_SIGMA
    return full


def schur(h, energy):
    """Energy-dependent Hamiltonian by explicit inversion."""
    n = NKEEP
    g = np.linalg.inv(energy * np.eye(NALL - n) - h[n:, n:])
    return h[:n, :n] + h[:n, n:] @ g @ h[n:, :n]


def linearized(h, e0):
    """Return Heff(E0), K, S and the map T from kept to eliminated part."""
    n = NKEEP
    t = np.linalg.solve(e0 * np.eye(NALL - n) - h[n:, n:], h[n:, :n])
    heff = h[:n, :n] + h[:n, n:] @ t
    heff = (heff + heff.conj().T) / 2
    s = np.eye(n) + t.conj().T @ t
    k = heff + e0 * (s - np.eye(n))
    return heff, k, s, t


def pencil_levels(h, e0):
    _, k, s, _ = linearized(h, e0)
    return eigh(k, s, eigvals_only=True)


def frozen_levels(h, e0):
    return np.linalg.eigvalsh(linearized(h, e0)[0])


R_POINT = np.pi * np.ones(3)
EXT = dict(so_i=SO_I, ii=(II_SIGMA, II_PI))

# ---- general tests at low symmetry, with non-diagonal eliminated block ----
hg = hamiltonian(np.pi * np.array([0.93, 0.97, 0.90]), **EXT)
assert np.allclose(hg, hg.conj().T)
levels, vectors = np.linalg.eigh(hg)
e_ex = levels[VAL]
c = vectors[:NKEEP, VAL]
assert np.allclose(schur(hg, e_ex) @ c, e_ex * c, atol=1e-9)

heff, kmat, smat, tmap = linearized(hg, 2.5)
step = 1e-4
slope = (schur(hg, 2.5 + step) - schur(hg, 2.5 - step)) / (2 * step)
assert np.allclose(np.eye(NKEEP) - slope, smat, atol=1e-6)
trial = np.vstack([np.eye(NKEEP), tmap])
assert np.allclose(trial.conj().T @ hg @ trial, kmat, atol=1e-10)

# norm of the complete eigenvector from kept amplitudes alone
s_at_e = linearized(hg, e_ex)[2]
assert abs((c.conj() @ s_at_e @ c).real - 1) < 1e-9

# error orders and leading error coefficient
lin_err, fro_err = [], []
for shift in (0.02, 0.01):
    lin_err.append(pencil_levels(hg, e_ex + shift)[PVAL] - e_ex)
    fro_err.append(frozen_levels(hg, e_ex + shift)[PVAL] - e_ex)
order_lin = np.log2(lin_err[0] / lin_err[1])
order_fro = np.log2(fro_err[0] / fro_err[1])
assert abs(order_lin - 2) < 0.05 and abs(order_fro - 1) < 0.05
e0 = e_ex + 0.1
_, _, s0, t0 = linearized(hg, e0)
x0 = t0 @ c
dblock = hg[NKEEP:, NKEEP:]
rest = np.linalg.solve(e_ex * np.eye(NALL - NKEEP) - dblock, x0)
predicted = -0.01 * (x0.conj() @ rest).real / (c.conj() @ s0 @ c).real
actual = pencil_levels(hg, e0)[PVAL] - e_ex
assert abs(predicted / actual - 1) < 0.01

# two-sided bounds at random wave vectors
rng = np.random.default_rng(4)
for _ in range(30):
    hk = hamiltonian(rng.uniform(-np.pi, np.pi, 3), **EXT)
    exact = np.linalg.eigvalsh(hk)
    for ref in (1.7, 2.5, 5.0):
        ritz = pencil_levels(hk, ref)
        assert np.all(ritz <= exact[-NKEEP:] + 1e-9)
        assert np.all(ritz >= exact[:NKEEP] - 1e-9)

# ---- worked example at R ----
E0 = 2.5
hr = hamiltonian(R_POINT)
lev, vec = np.linalg.eigh(hr)
ev, ec = lev[VAL], lev[COND]
heff, kmat, smat, _ = linearized(hr, E0)
pen, fro = pencil_levels(hr, E0), frozen_levels(hr, E0)
share = np.sum(abs(vec[NKEEP:, VAL])**2)
share_c = np.sum(abs(vec[NKEEP:, COND])**2)
s_edge = linearized(hr, ev)[2][0, 0].real
assert abs(share - (1 - 1 / s_edge)) < 1e-9
missed = int(np.sum(np.sum(abs(vec[:NKEEP])**2, axis=0) < 1e-12))

print("Inputs (eV): Pb s, Pb p, I s, I p =",
      E_PB_S, E_PB_P, E_I_S, E_I_P)
print("Hopping (eV): Pb s-I s, Pb s-I p, Pb p-I s =", V_SS, V_SP, V_PS)
print("Hopping (eV): Pb p-I p sigma, pi =", V_PP_SIGMA, V_PP_PI)
print(f"Pb spin-orbit splitting {SO_PB} eV; lattice {LATTICE} nm")
print(f"Order of energy error: pencil {order_lin:.3f}, "
      f"frozen {order_fro:.3f}")
print(f"Error at E0-E=0.1 eV, low-symmetry k: {actual:.6f} eV, "
      f"leading formula {predicted:.6f} eV")
print(f"Reference energy E0 = {E0} eV, point R")
print(f"Squared Pb s-iodine coupling at R = "
      f"{np.sum(abs(hr[0, NKEEP:])**2):.4f} eV^2")
print(f"Pb s entries: Heff(E0) {heff[0, 0].real:.4f} eV, "
      f"K {kmat[0, 0].real:.4f} eV, S {smat[0, 0].real:.4f}")
print(f"Pb p overlap entry S at E0 = {smat[2, 2].real:.4f}")
for name, x, p, f in (("Valence edge", ev, pen[PVAL], fro[PVAL]),
                      ("Conduction edge", ec, pen[PCOND], fro[PCOND]),
                      ("Gap", ec - ev, pen[PCOND] - pen[PVAL],
                       fro[PCOND] - fro[PVAL])):
    print(f"{name} (eV): exact {x:.4f}, pencil {p:.4f}, frozen {f:.4f}")
print(f"Iodine share: valence edge {share:.4f}, "
      f"conduction edge {share_c:.4f}")
print(f"Valence iodine share from S at E0 = {1-1/smat[0, 0].real:.4f}")
print(f"S for Pb s with E0 at the valence edge = {s_edge:.4f}")
print(f"Full levels at R without kept part: {missed} of {NALL}")

ref = E0
for turn in range(1, 4):
    new = pencil_levels(hr, ref)[PVAL]
    assert abs(new - ev) < 0.5 * (ref - ev)**2
    print(f"Reset {turn}: E0 {ref:.6f} -> {new:.6f} eV, "
          f"error {new - ev:.2e} eV")
    ref = new

# ---- effective masses from curvature at R ----
HBAR2_M = const.hbar**2 / const.m_e / const.e * 1e18   # eV nm^2


def mass(level, direction):
    unit = np.array(direction, float)
    unit /= np.linalg.norm(unit)
    x = 0.02
    e = [level(hamiltonian(R_POINT + s * x * unit)) for s in (-1, 0, 1)]
    curvature = (e[0] - 2 * e[1] + e[2]) / x**2 * LATTICE**2
    return HBAR2_M / abs(curvature)


for label, direction in (("[100]", (1, 0, 0)), ("[111]", (1, 1, 1))):
    m_ex = mass(lambda h: np.linalg.eigvalsh(h)[VAL], direction)
    m_edge = mass(lambda h: pencil_levels(h, ev)[PVAL], direction)
    m_off = mass(lambda h: pencil_levels(h, E0)[PVAL], direction)
    m_fro = mass(lambda h: frozen_levels(h, ev)[PVAL], direction)
    assert abs(m_edge / m_ex - 1) < 1e-3
    assert abs(m_ex / m_fro / s_edge - 1) < 2e-3
    print(f"Hole mass {label} (m_e): exact {m_ex:.4f}, "
          f"pencil at edge {m_edge:.4f}")
    print(f"  pencil at E0={E0} eV {m_off:.4f}, "
          f"frozen at edge {m_fro:.4f}, exact/frozen {m_ex/m_fro:.3f}")
m_ce = mass(lambda h: np.linalg.eigvalsh(h)[COND], (1, 0, 0))
m_cp = mass(lambda h: pencil_levels(h, E0)[PCOND], (1, 0, 0))
print(f"Electron mass [100] (m_e): exact {m_ce:.4f}, "
      f"pencil at E0={E0} eV {m_cp:.4f}")

# ---- valence band from R to Gamma ----
print(f"Top valence band, fraction of R-Gamma path, E0={E0} eV:")
for frac in (0.0, 0.05, 0.1, 0.2, 0.4, 1.0):
    hk = hamiltonian((1 - frac) * R_POINT)
    x, p = np.linalg.eigvalsh(hk)[VAL], pencil_levels(hk, E0)[PVAL]
    print(f"  {frac:.2f}: exact {x:.4f} eV, pencil {p:.4f} eV")
lg, vg = np.linalg.eigh(hamiltonian(np.zeros(3)))
main_s = np.argmax(np.sum(abs(vg[:2])**2, axis=0))
print(f"Gamma: exact level richest in Pb s at {lg[main_s]:.4f} eV")

# ---- size of neglected effects ----
print(f"Neglected, rough inputs: I spin-orbit {SO_I} eV, "
      f"I-I hopping {II_SIGMA}, {II_PI} eV")
print(f"  tilt {TILT_DEG} deg, lattice stretch {100*(STRETCH-1):.1f} %")
cases = (("iodine spin-orbit", dict(so_i=SO_I)),
         ("I-I hopping", dict(ii=(II_SIGMA, II_PI))),
         ("tilt (Pb s-I p only)", dict(tilt=np.radians(TILT_DEG))),
         ("lattice stretch", dict(stretch=STRETCH)))
for name, options in cases:
    x = np.linalg.eigvalsh(hamiltonian(R_POINT, **options))
    print(f"  {name}: valence edge {x[VAL]-ev:+.4f} eV, "
          f"gap {x[COND]-x[VAL]-ec+ev:+.4f} eV")
hx = hamiltonian(R_POINT, **EXT)
ex = np.linalg.eigvalsh(hx)[VAL]
err_x = pencil_levels(hx, ex + 0.5)[PVAL] - ex
err_b = pencil_levels(hr, ev + 0.5)[PVAL] - ev
print(f"Pencil error, E0 0.5 eV above edge: basic {err_b:.4f} eV, "
      f"with I spin-orbit and I-I hopping {err_x:.4f} eV")

kt = const.k * TEMP / const.e


def below_edge(x):
    h = hamiltonian(R_POINT - np.array([x, 0, 0]))
    return np.linalg.eigvalsh(h)[VAL] - (ev - 3 * kt)


x_hot = brentq(below_edge, 1e-3, 1.5)
h_hot = hamiltonian(R_POINT - np.array([x_hot, 0, 0]))
err_hot = pencil_levels(h_hot, ev)[PVAL] - np.linalg.eigvalsh(h_hot)[VAL]
print(f"kT at {TEMP:.0f} K = {kt:.4f} eV; hole 3kT from edge at "
      f"q = {x_hot/LATTICE:.3f} 1/nm")
print(f"  pencil error there with E0 at the edge = {err_hot:.5f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
Inputs (eV): Pb s, Pb p, I s, I p = -4.0 4.4 -10.0 0.0
Hopping (eV): Pb s-I s, Pb s-I p, Pb p-I s = -0.5 1.0 1.0
Hopping (eV): Pb p-I p sigma, pi = 2.0 -0.4
Pb spin-orbit splitting 1.5 eV; lattice 0.63 nm
Order of energy error: pencil 1.995, frozen 0.994
Error at E0-E=0.1 eV, low-symmetry k: -0.003901 eV, leading formula -0.003901 eV
Reference energy E0 = 2.5 eV, point R
Squared Pb s-iodine coupling at R = 12.0000 eV^2
Pb s entries: Heff(E0) 0.8000 eV, K 5.6000 eV, S 2.9200
Pb p overlap entry S at E0 = 1.0256
Valence edge (eV): exact 2.0000, pencil 1.9178, frozen 0.8000
Conduction edge (eV): exact 3.6921, pencil 3.6895, frozen 3.7200
Gap (eV): exact 1.6921, pencil 1.7717, frozen 2.9200
Iodine share: valence edge 0.7500, conduction edge 0.0209
Valence iodine share from S at E0 = 0.6575
S for Pb s with E0 at the valence edge = 4.0000
Full levels at R without kept part: 16 of 32
Reset 1: E0 2.500000 -> 1.917808 eV, error -8.22e-02 eV
Reset 2: E0 1.917808 -> 1.997415 eV, error -2.59e-03 eV
Reset 3: E0 1.997415 -> 1.999997 eV, error -2.51e-06 eV
Hole mass [100] (m_e): exact 0.1977, pencil at edge 0.1977
  pencil at E0=2.5 eV 0.1521, frozen at edge 0.0494, exact/frozen 3.999
Hole mass [111] (m_e): exact 0.1976, pencil at edge 0.1976
  pencil at E0=2.5 eV 0.1520, frozen at edge 0.0494, exact/frozen 3.999
Electron mass [100] (m_e): exact 0.2217, pencil at E0=2.5 eV 0.3120
Top valence band, fraction of R-Gamma path, E0=2.5 eV:
  0.00: exact 2.0000 eV, pencil 1.9178 eV
  0.05: exact 1.9646 eV, pencil 1.8715 eV
  0.10: exact 1.8646 eV, pencil 1.7375 eV
  0.20: exact 1.5265 eV, pencil 1.2536 eV
  0.40: exact 0.6389 eV, pencil -0.2373 eV
  1.00: exact 0.0000 eV, pencil -3.6421 eV
Gamma: exact level richest in Pb s at -3.5359 eV
Neglected, rough inputs: I spin-orbit 0.9 eV, I-I hopping 0.1, -0.02 eV
  tilt 10.0 deg, lattice stretch 1.0 %
  iodine spin-orbit: valence edge +0.0574 eV, gap -0.0574 eV
  I-I hopping: valence edge -0.3544 eV, gap +0.3544 eV
  tilt (Pb s-I p only): valence edge -0.0455 eV, gap +0.0455 eV
  lattice stretch: valence edge -0.0590 eV, gap +0.0478 eV
Pencil error, E0 0.5 eV above edge: basic -0.0822 eV, with I spin-orbit and I-I hopping -0.0839 eV
kT at 600 K = 0.0517 eV; hole 3kT from edge at q = 1.029 1/nm
  pencil error there with E0 at the edge = -0.00897 eV
ALL CHECKS PASSED
```
